# Collapse resonances of a massless planar Dirac particle in a Coulomb field: a program that tests the result

```python
"""
Massless planar Dirac particle in V = -b/r outside a core of radius r0.
Result under test: for b > 1/2 the |j| = 1/2 outgoing-wave energies E_n form,
for |E_n| r0 << 1, a geometric series with ratio exp(-pi/gamma), where
gamma = sqrt(b^2 - 1/4), all on one ray of the complex energy plane.
Units: hbar*v = r0 = 1. F, G are the radial components (times sqrt(r)),
u = F + iG is the outgoing and w = F - iG the incoming combination.
The unknown in root searches is s = ln(-2iE), so that E = i exp(s)/2.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import jv

mp.mp.dps = 20
J = 0.5


def gamma_of(b):
    return np.sqrt(b * b - J * J)


def energy(s):
    return 0.5j * np.exp(s)


def flat_core(b, E):
    """F and G at r0 for the constant inner potential -b."""
    return jv(0, b + E + 0j), jv(1, b + E + 0j)


def ball_core(b, E):
    """F and G at r0 for the inner potential -b(3 - r^2)/2."""
    def rhs(r, y):
        k = E + b * (3 - r * r) / 2
        return [-k * y[1], -y[1] / r + k * y[0]]
    start = 1e-4
    k0 = E + 1.5 * b
    y0 = np.array([1 - (k0 * start)**2 / 4, k0 * start / 2], dtype=complex)
    sol = solve_ivp(rhs, (start, 1.0), y0, method="DOP853",
                    rtol=1e-11, atol=1e-13)
    return sol.y[0, -1], sol.y[1, -1]


def limiting_log(b, core, n):
    """Small-energy formula for s = ln(-2iE_n)."""
    g = gamma_of(b)
    F, G = core(b, 0.0)
    lam = (F + 1j * G) / (F - 1j * G)
    K = -(1j * (b - g) / J - lam) / (1j * (b + g) / J - lam)
    R = K * complex(mp.gamma(2j * g) * mp.gamma(1 - 1j * (g + b))
                    / (mp.gamma(-2j * g) * mp.gamma(1 + 1j * (g - b))))
    return np.log(R) / (2j * g) - np.pi * n / g


def first_index(b, core, limit):
    n = 0
    while abs(energy(limiting_log(b, core, n))) > limit:
        n += 1
    return n


def mismatch(s, b, core):
    """Full matching condition at r0, no small-energy approximation."""
    z = mp.exp(mp.mpc(s))
    mu = mp.mpc(0, gamma_of(b))
    root = mp.sqrt(z)
    u = complex(mp.whitw(mp.mpc(0.5, b), mu, z) / root)
    w = complex(-J * mp.whitw(mp.mpc(-0.5, b), mu, z) / root)
    F, G = core(b, energy(s))
    return u * (F - 1j * G) - w * (F + 1j * G)


def secant(func, s0, tol):
    a, c = s0, s0 + 0.01
    fa, fc = func(a), func(c)
    for _ in range(40):
        if fc == fa:
            break
        new = c - fc * (c - a) / (fc - fa)
        a, fa = c, fc
        c = new
        if abs(c - a) < tol:
            return c
        fc = func(c)
    assert abs(c - a) < 100 * tol, "root search did not settle"
    return c


def path_mismatch(s, b, r_end):
    """Matching from direct integration along a complex spiral in r."""
    E = energy(s)
    T = np.log(r_end) - 1.6j

    def rhs(t, y):
        q = 1j * (E * np.exp(t * T) + b)
        return [T * (J * y[1] + q * y[0]), T * (J * y[0] - q * y[1])]
    far = np.exp(T)
    y0 = np.array([1.0, J / (2j * E * far)], dtype=complex)
    sol = solve_ivp(rhs, (1.0, 0.0), y0, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    F, G = flat_core(b, E)
    return sol.y[0, -1] / sol.y[1, -1] - (F + 1j * G) / (F - 1j * G)


def far_intensity(log_abs_E, b):
    """Far-field intensity at real E < 0 for unit density at the centre."""
    E = -np.exp(log_abs_E)

    def rhs(t, y):
        q = E * np.exp(t) + b
        return [J * y[0] - q * y[1], -J * y[1] + q * y[0]]
    t_end = np.log(100.0 / abs(E))
    y0 = [float(jv(0, b + E)), float(jv(1, b + E))]
    sol = solve_ivp(rhs, (0.0, t_end), y0, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    F, G = sol.y[:, -1]
    # the last term removes the leading oscillation at finite distance
    return F * F + G * G - 2 * J * F * G / (E * np.exp(t_end) + b)


# Main example: four successive resonances at b = 1
b = 1.0
g = gamma_of(b)
ratio_law = np.exp(-np.pi / g)
phi = np.log(np.sinh(np.pi * (b + g)) / np.sinh(np.pi * (b - g))) / (4 * g)
n1 = first_index(b, flat_core, 0.2)
guess = [limiting_log(b, flat_core, n1 + k) for k in range(4)]
logs = [secant(lambda s: mismatch(s, b, flat_core), s0, 1e-12)
        for s0 in guess]
E = np.array([energy(s) for s in logs])
E_limit = np.array([energy(s) for s in guess])
ratios = E[1:] / E[:-1]
deviation = abs(ratios / ratio_law - 1)
assert np.all(E.real < 0) and np.all(E.imag < 0)
assert deviation[0] > deviation[1] > deviation[2]
assert deviation[2] < 1e-3
assert abs(logs[3].imag - phi) < 1e-4

# Departure from the limiting law is linear in |E| r0
slope = np.array([abs(s - s0) for s, s0 in zip(logs, guess)]) / abs(E)
assert abs(slope[3] / slope[2] - 1) < 0.02

# Same resonances without Whittaker functions
E_path = []
for k in range(3):
    r_end = 40.0 / abs(E_limit[k])
    s = secant(lambda x: path_mismatch(x, b, r_end), guess[k], 1e-9)
    E_path.append(energy(s))
path_error = np.max(abs(np.array(E_path) / E[:3] - 1))
assert path_error < 1e-6

# Contour count: exactly these four roots in a region holding the series
left, right = logs[3].real - 1.5, logs[0].real + 0.8
bottom, top = 0.0, 3.0
edge = np.concatenate([
    np.linspace(left, right, 140) + 1j * bottom,
    right + 1j * np.linspace(bottom, top, 50)[1:],
    np.linspace(right, left, 140)[1:] + 1j * top,
    left + 1j * np.linspace(top, bottom, 50)[1:]])
values = np.array([mismatch(s, b, flat_core) for s in edge])
turns = np.angle(values[1:] / values[:-1])
assert np.max(abs(turns)) < 1.5
winding = np.sum(turns) / (2 * np.pi)
assert abs(winding - 4) < 1e-6

# Peaks of the central density at real negative energy
peaks = []
for k in (1, 2, 3):
    centre = np.log(abs(E[k]))
    found = minimize_scalar(far_intensity, args=(b,), method="bounded",
                            bounds=(centre - 1.4, centre + 1.5),
                            options={"xatol": 1e-5})
    peaks.append(np.exp(found.x))
peaks = np.array(peaks)
assert np.all(abs(peaks[1:] / abs(E[2:]) - 1) < 1e-3)
assert abs(peaks[2] / peaks[1] / ratio_law - 1) < 1e-3
# Peak-to-valley contrast of the density against its scaling-limit value
rho = np.exp(2 * g * (phi - np.pi / 2))
contrast_law = ((rho + 1) / (rho - 1))**2
log_peak = np.log(peaks[2])
contrast = (far_intensity(log_peak + np.pi / (2 * g), b)
            / far_intensity(log_peak, b))
assert abs(contrast / contrast_law - 1) < 0.01

# Another core: same ratio and ray, different common scale
m = first_index(b, ball_core, 1e-3)
ball_logs = [secant(lambda s: mismatch(s, b, ball_core),
                    limiting_log(b, ball_core, m + k), 1e-9)
             for k in range(2)]
E_ball = np.array([energy(s) for s in ball_logs])
ball_ratio = abs(E_ball[1] / E_ball[0])
assert abs(ball_ratio / ratio_law - 1) < 0.01
assert abs(ball_logs[1].imag - phi) < 1e-3
scale_shift = (np.log(abs(E_ball[1] / E[3])) * g / np.pi) % 1.0
assert 0.01 < scale_shift < 0.99

# Barrier action by quadrature, in the variable x = |E| r
action = quad(lambda x: np.sqrt(max(J * J - (b - x)**2, 0.0)) / x,
              b - J, b + J)[0]
assert abs(action - np.pi * (b - g)) < 1e-7
tilt = np.log((1 - np.exp(-2 * np.pi * (b + g)))
              / (1 - np.exp(-2 * action))) / (4 * g)
assert abs(tilt - (logs[3].imag - np.pi / 2)) < 1e-4

# Other couplings
table = []
for bb in (0.6, 0.8, 1.3):
    gg = gamma_of(bb)
    m = first_index(bb, flat_core, 1e-5)
    pair = [secant(lambda s: mismatch(s, bb, flat_core),
                   limiting_log(bb, flat_core, m + k), 1e-11)
            for k in range(2)]
    measured = abs(energy(pair[1]) / energy(pair[0]))
    law = np.exp(-np.pi / gg)
    assert abs(measured / law - 1) < 1e-3
    table.append((bb, gg, measured, law))

speed, radius = 1.0e6, 1.0e-9
unit_meV = constants.hbar * speed / radius / constants.e * 1e3

print("Energies in hbar*v/r0 unless a unit is given")
print(f"coupling b = {b:.3f}, |j| = {J:.1f}, gamma = {g:.6f}")
print(f"law exp(-pi/gamma) = {ratio_law:.6f}")
print(f"inverse ratio exp(pi/gamma) = {1 / ratio_law:.3f}")
print(f"angle phi = {phi:.6f} rad, phi - pi/2 = {phi - np.pi / 2:.6f} rad")
print(f"limiting width/|Re E| = {2 * np.tan(phi - np.pi / 2):.5f}")
for k in range(4):
    print(f"resonance {k + 1}: Re E = {E[k].real:.6e}, "
          f"Im E = {E[k].imag:.6e}")
    print(f"  |E| = {abs(E[k]):.6e}, limiting law |E| = "
          f"{abs(E_limit[k]):.6e}")
    print(f"  width/|Re E| = {-2 * E[k].imag / abs(E[k].real):.5f}")
for k in range(3):
    print(f"|E_{k + 2}/E_{k + 1}| = {abs(ratios[k]):.7f}, "
          f"relative complex deviation = {deviation[k]:.2e}")
print(f"log-energy error / (|E| r0), resonance 4 = {slope[3]:.4f}")
print(f"largest relative difference, path integration = {path_error:.1e}")
print(f"roots counted by contour = {winding:.6f}")
for k in range(3):
    print(f"density peak {k + 2}: E = {-peaks[k]:.5e}, "
          f"|E_peak|/|E_{k + 2}| = {peaks[k] / abs(E[k + 1]):.5f}")
print(f"density peak ratio 4/3 = {peaks[2] / peaks[1]:.6f}")
print(f"density contrast = {contrast:.2f}, law = {contrast_law:.2f}")
print(f"ball core: |E| = {abs(E_ball[0]):.5e} and {abs(E_ball[1]):.5e}")
print(f"ball core: ratio = {ball_ratio:.6f}, "
      f"angle = {ball_logs[1].imag:.6f} rad")
print(f"barrier action S = {action:.6f}, exp(-2S) = "
      f"{np.exp(-2 * action):.5f}")
for bb, gg, measured, law in table:
    print(f"b = {bb:.1f}: gamma = {gg:.5f}, ratio = {measured:.6e}, "
          f"law = {law:.6e}")
print(f"v = {speed:.1e} m/s, r0 = {radius * 1e9:.1f} nm, "
      f"hbar*v/r0 = {unit_meV:.3f} meV")
for k in range(2):
    print(f"resonance {k + 1}: Re E = {E[k].real * unit_meV:.4f} meV, "
          f"width = {-2 * E[k].imag * unit_meV:.4f} meV")
print("finished without a failed check")
```

Output:

```
Energies in hbar*v/r0 unless a unit is given
coupling b = 1.000, |j| = 0.5, gamma = 0.866025
law exp(-pi/gamma) = 0.026580
inverse ratio exp(pi/gamma) = 37.622
angle phi = 1.733540 rad, phi - pi/2 = 0.162744 rad
limiting width/|Re E| = 0.32839
resonance 1: Re E = -4.360432e-02, Im E = -7.231414e-03
  |E| = 4.419989e-02, limiting law |E| = 4.377759e-02
  width/|Re E| = 0.33168
resonance 2: Re E = -1.148511e-03, Im E = -1.886294e-04
  |E| = 1.163898e-03, limiting law |E| = 1.163605e-03
  width/|Re E| = 0.32848
resonance 3: Re E = -3.052008e-05, Im E = -5.011305e-06
  |E| = 3.092876e-05, limiting law |E| = 3.092855e-05
  width/|Re E| = 0.32839
resonance 4: Re E = -8.112165e-07, Im E = -1.331984e-07
  |E| = 8.220790e-07, limiting law |E| = 8.220789e-07
  width/|Re E| = 0.32839
|E_2/E_1| = 0.0263326, relative complex deviation = 9.43e-03
|E_3/E_2| = 0.0265734, relative complex deviation = 2.48e-04
|E_4/E_3| = 0.0265798, relative complex deviation = 6.59e-06
log-energy error / (|E| r0), resonance 4 = 0.2188
largest relative difference, path integration = 6.0e-11
roots counted by contour = 4.000000
density peak 2: E = -1.16389e-03, |E_peak|/|E_2| = 0.99999
density peak 3: E = -3.09287e-05, |E_peak|/|E_3| = 1.00000
density peak 4: E = -8.22077e-07, |E_peak|/|E_4| = 1.00000
density peak ratio 4/3 = 0.026580
density contrast = 51.01, law = 51.01
ball core: |E| = 4.15697e-05 and 1.10491e-06
ball core: ratio = 0.026580, angle = 1.733540 rad
barrier action S = 0.420894, exp(-2S) = 0.43094
b = 0.6: gamma = 0.33166, ratio = 7.695742e-05, law = 7.695742e-05
b = 0.8: gamma = 0.62450, ratio = 6.535056e-03, law = 6.535056e-03
b = 1.3: gamma = 1.20000, ratio = 7.294902e-02, law = 7.294906e-02
v = 1.0e+06 m/s, r0 = 1.0 nm, hbar*v/r0 = 658.212 meV
resonance 1: Re E = -28.7009 meV, width = 9.5196 meV
resonance 2: Re E = -0.7560 meV, width = 0.2483 meV
finished without a failed check
```
